# Eshelby twist of a free circular wire with a central screw dislocation, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. The twist rate from the balance of torque

### What fails when the twist is left out

Suppose that a model of a nanowire with a screw dislocation along its axis is built from the usual displacement of a screw dislocation in an infinite body, and that the wire is kept straight. The side of the wire is then free of traction, and every volume element is in equilibrium. The ends are not free. Each cross-section transmits a torque, and a straight wire needs an external torque of that size at each end to hold it.

For a wire of radius 10 nm, with a Burgers displacement of 0.5 nm and a shear modulus of 50 GPa, this torque is 1250 nN nm. If no such torque is applied, the straight model gives the wrong shape, the wrong sign of the surface shear stress and too large an elastic energy. Periodic boundary conditions can hide the fault, because the periodic images supply the missing torque.

A wire with free ends removes the torque by twisting. Away from the ends its rotation per unit length is

$$
\alpha = -\frac{b}{\pi R^2},
$$

where $b$ is the Burgers displacement, with a sign fixed below, and $R$ is the wire radius. The magnitude $b/(\pi R^2)$ is called the Eshelby twist.

### Conventions and assumptions

The $z$ axis is the wire axis. In a cross-section, $x=r\cos\theta$ and $y=r\sin\theta$, and $\theta$ increases anticlockwise for a viewer who looks down from positive $z$. A positive rotation is anticlockwise in the same view. If a cross-section at height $z$ is rotated by the angle $\phi(z)$, the twist rate is $\alpha=d\phi/dz$.

The material is isotropic and linearly elastic, with shear modulus $\mu$. The wire is straight and circular, much longer than its radius, and has no body forces. Its side and its ends carry no traction. The dislocation lies on the axis. The radius is much larger than the dislocation core, within which linear elasticity does not hold.

Shear strains are given as engineering strains. For example,

$$
\gamma_{xz}=\frac{\partial u_x}{\partial z}+\frac{\partial u_z}{\partial x},
\qquad
\sigma_{xz}=\mu\gamma_{xz}.
$$

Lengths are in nanometres and stresses in gigapascals. Since 1 GPa is 1 nN/nm², a torque comes out in nN nm.

### The field of the dislocation in a straight wire

The sign of $b$ is defined by the displacement

$$
u_x=0,\qquad u_y=0,\qquad u_z=\frac{b\theta}{2\pi}.
$$

One anticlockwise circuit around the axis raises $\theta$ by $2\pi$, and so raises $u_z$ by $b$. The displacement therefore jumps by $b$ across a cut that runs from the axis to the side. The strain has no jump, because it contains only derivatives of $\theta$.

To find these derivatives, differentiate $x=r\cos\theta$ and $y=r\sin\theta$ along a small step $(dx,dy)$. The part of the step that is perpendicular to the radius has length $-\sin\theta\,dx+\cos\theta\,dy$, and it equals $r\,d\theta$. Hence

$$
\frac{\partial\theta}{\partial x}=-\frac{\sin\theta}{r}=-\frac{y}{r^2},
\qquad
\frac{\partial\theta}{\partial y}=\frac{\cos\theta}{r}=\frac{x}{r^2}.
$$

The only strains that do not vanish are

$$
\gamma_{xz}=-\frac{b}{2\pi}\frac{y}{r^2},
\qquad
\gamma_{yz}=\frac{b}{2\pi}\frac{x}{r^2}.
$$

The shear stress in the circumferential direction is the projection of $(\sigma_{xz},\sigma_{yz})$ on the unit vector $(-\sin\theta,\cos\theta)$:

$$
\sigma_{\theta z}
=\frac{\mu b}{2\pi r^2}\left(y\sin\theta+x\cos\theta\right)
=\frac{\mu b}{2\pi r}.
$$

The last step uses $y\sin\theta+x\cos\theta=r$. The projection on the radial direction $(\cos\theta,\sin\theta)$ is proportional to $-y\cos\theta+x\sin\theta$, which is zero. Thus $\sigma_{rz}=0$.

This result settles the condition on the side. The side has a radial normal, so the tractions on it are $\sigma_{rr}$, $\sigma_{r\theta}$ and $\sigma_{rz}$, and all three vanish. No image dislocation is needed when the dislocation lies on the axis.

Equilibrium also holds. The stresses do not depend on $z$, so the forces along $x$ and $y$ balance. The force along $z$ requires $\partial_x\sigma_{xz}+\partial_y\sigma_{yz}=0$. Write the stresses as $\sigma_{xz}=-y\,G(r)$ and $\sigma_{yz}=x\,G(r)$. Since $\partial r/\partial x=x/r$ and $\partial r/\partial y=y/r$,

$$
\frac{\partial\sigma_{xz}}{\partial x}+\frac{\partial\sigma_{yz}}{\partial y}
=-y\,G'(r)\frac{x}{r}+x\,G'(r)\frac{y}{r}=0 .
$$

This holds for any function $G(r)$, a fact that is used again for the twist and for layered wires.

### Force and torque on a cross-section

Take a cross-section whose outward normal points along positive $z$. The material above it acts on the material below it with the traction $(\sigma_{xz},\sigma_{yz},\sigma_{zz})$. Here $\sigma_{zz}=0$. The two shear components are proportional to $-\sin\theta$ and $\cos\theta$, whose integrals over a full circle vanish. The net force is therefore zero.

The moment about the axis does not cancel, because the circumferential stress has the same sense at every angle. With the area element $r\,dr\,d\theta$,

$$
\begin{aligned}
T_{\rm d}
&=\int_0^{2\pi}\!d\theta\int_0^R r\,\sigma_{\theta z}\,r\,dr\\
&=2\pi\int_0^R r\,\frac{\mu b}{2\pi r}\,r\,dr
=\mu b\int_0^R r\,dr
=\frac{\mu bR^2}{2}.
\end{aligned}
$$

The stress grows without limit at the axis, but the torque integral converges, since the lever arm and the area element supply two powers of $r$. Most of the torque comes from the outer part of the wire, where linear elasticity is reliable.

For the example,

$$
T_{\rm d}=\frac{50\times0.5\times10^2}{2}\ {\rm nN\,nm}
=1250\ {\rm nN\,nm}.
$$

### The field of uniform torsion

A field is now needed that carries a torque, leaves the side free and introduces no further dislocation. Let each cross-section rotate rigidly by $\phi=\alpha z$. For a small rotation the displacement is

$$
u_x=-\alpha yz,\qquad u_y=\alpha xz,\qquad u_z=0 .
$$

The normal strains vanish, since $u_x$ does not depend on $x$, $u_y$ does not depend on $y$, and $u_z$ is zero. The shear within the section vanishes too:

$$
\gamma_{xy}=\frac{\partial u_x}{\partial y}+\frac{\partial u_y}{\partial x}
=-\alpha z+\alpha z=0.
$$

The remaining strains are $\gamma_{xz}=-\alpha y$ and $\gamma_{yz}=\alpha x$. They have the form treated above with $G=\mu\alpha$, so they satisfy equilibrium and leave the side free. Their circumferential stress is $\sigma_{\theta z}=\mu\alpha r$. The torque is

$$
T_{\rm t}=2\pi\int_0^R r(\mu\alpha r)r\,dr
=2\pi\mu\alpha\frac{R^4}{4}
=C\alpha,
\qquad
C=\frac{\pi\mu R^4}{2}.
$$

The constant $C$ is the torsional stiffness. In the example it is $\pi\times50\times10^4/2=7.854\times10^5$ nN nm².

The small-rotation form seems to restrict the height to $|\alpha z|\ll1$, but this restriction can be removed. Consider a short slice near $z_0$, and describe it in axes that have turned with the section at $z_0$. Its displacement relative to those axes is $\alpha r(z-z_0)$, which is small near $z_0$. The rigid rotation causes no strain. The theory therefore needs a small strain $|\alpha|R$, while the total rotation of a long wire may be many turns.

### Eliminating the torque

Cut the wire at any height and consider the piece between the cut and a free end. No external force acts on the side or on the end, and there is no body force. Since the piece is in equilibrium, the torque on the cut must be zero. The same argument applies at every height.

Linear elasticity allows the two fields to be added. In the interior of the wire the condition is

$$
T_{\rm d}+T_{\rm t}
=\frac{\mu bR^2}{2}+\frac{\pi\mu R^4}{2}\alpha=0 .
$$

Divide by $\mu R^2/2$, which is not zero:

$$
b+\pi R^2\alpha=0,
\qquad
\boxed{\alpha=-\frac{b}{\pi R^2}} .
$$

The shear modulus cancels because it multiplies both torques. A stiffer wire has a larger torque to remove and resists twisting by the same larger factor.

That the correction in the interior is a uniform twist, and not some other field with the same torque, is shown in Part 2.

The sign can be traced directly. For $b>0$, a straight wire needs an anticlockwise external torque on its upper end. When this torque is taken away, the upper end turns clockwise, so $\alpha<0$. The lattice planes normal to the axis have become the surface $z=b\theta/(2\pi)$, which rises during an anticlockwise circuit and is a right-handed helicoid. A row of atoms that was parallel to the axis turns clockwise as it rises and is a left-handed helix. The twist and the helicoid have opposite handedness, and reversing $b$ reverses both.

For the example,

$$
\alpha=-\frac{0.5}{\pi\times10^2}\ {\rm rad/nm}
=-1.592\times10^{-3}\ {\rm rad/nm},
$$

or $-91.2$ degrees per micrometre. One full turn takes $2\pi/|\alpha|=3948$ nm. The largest strain due to the twist is $|\alpha|R=b/(\pi R)=0.0159$, which is small.

The inverse square law makes the twist a strong function of radius. For the same $b$, the formula gives:

| $R$ (nm) | $\alpha$ (rad/nm) |
|---:|---:|
| 5 | $-6.37\times10^{-3}$ |
| 10 | $-1.59\times10^{-3}$ |
| 20 | $-3.98\times10^{-4}$ |
| 40 | $-9.95\times10^{-5}$ |

A relative error $\delta$ in the radius, if small, causes a relative error of about $-2\delta$ in the twist rate.

### The stress that remains

The twist cancels the torque, but it cannot cancel the stress at every radius, since one field falls as $1/r$ and the other grows as $r$. Their sum is

$$
\sigma_{\theta z}
=\frac{\mu b}{2\pi r}-\frac{\mu br}{\pi R^2}
=\frac{\mu b}{2\pi}\left(\frac1r-\frac{2r}{R^2}\right).
$$

It vanishes where $r^2=R^2/2$, that is, at $r=R/\sqrt2=7.07$ nm in the example. Inside this radius the stress keeps the sign of the dislocation field, and outside it the sign is reversed. At the surface the bracket equals $1/R-2/R=-1/R$, so the twist reverses the surface stress without changing its magnitude. In the example it changes from $0.398$ GPa to $-0.398$ GPa. A model that omits the twist therefore has the correct magnitude of surface shear, which can make the error hard to see.

### Layered wires and anisotropic crystals

A core–shell nanowire has a shear modulus that depends on radius. The displacement used above can be kept. Its stress still has the form $(-yG,xG)$, now with $G=\mu(r)[b/(2\pi r^2)+\alpha]$, so equilibrium holds. The traction on each cylindrical interface is zero on both sides and hence continuous. Zero torque requires

$$
2\pi\int_0^R\mu(r)\left(\frac{b}{2\pi r}+\alpha r\right)r^2dr=0,
$$

and therefore

$$
\alpha=-\frac{b}{2\pi}
\frac{\int_0^R\mu(r)\,r\,dr}{\int_0^R\mu(r)\,r^3dr}.
$$

For a core of radius $a$ and modulus $\mu_1$ in a shell of modulus $\mu_2$, the integrals give

$$
\alpha=-\frac b\pi\,
\frac{\mu_1a^2+\mu_2(R^2-a^2)}
{\mu_1a^4+\mu_2(R^4-a^4)} .
$$

Equal moduli restore the boxed result. If $\mu_2R^4\ll\mu_1a^4$, the result is $-b/(\pi a^2)$, the twist of the core alone. A thick shell must be extremely soft to satisfy this condition: for $R=4a$ and $\mu_2=0.01\mu_1$, the twist is only about one third of that value. A misfit that produces only axially symmetric normal stresses adds no torque in linear theory. Products of misfit stress and twist are neglected here.

Full isotropy is not needed for the interior result. The derivation uses only the laws $\sigma_{xz}=c\gamma_{xz}$ and $\sigma_{yz}=c\gamma_{yz}$, with one constant $c$, and the absence of other stresses when these are the only strains. A cubic crystal with its wire axis along a cube edge satisfies these conditions. If the two constants differ, or if axial shear is coupled to other stresses, the derivation must be repeated.

## Part 2. Free ends, energy and use in models

### Symbols and results carried over

The wire has radius $R$, shear modulus $\mu$ and axis $z$. The dislocation on the axis has $u_z=b\theta/(2\pi)$, with $\theta$ anticlockwise seen from positive $z$. In a straight wire it produces the stress $\sigma_{\theta z}=\mu b/(2\pi r)$ and the torque $T_{\rm d}=\mu bR^2/2$. A uniform twist rate $\alpha$ adds the stress $\mu\alpha r$ and the torque $C\alpha$, with $C=\pi\mu R^4/2$. Zero total torque gives $\alpha=-b/(\pi R^2)$. The example has $b=0.5$ nm, $R=10$ nm and $\mu=50$ GPa. The material is again isotropic and uniform.

The balance of torque has given the interior twist rate $\alpha=-b/(\pi R^2)$, on the assumption that the correction to the straight wire is a uniform twist. It remains to justify that assumption for a wire with free ends, and to treat the energy, the core, other end conditions and the use of the result in models.

Numbers in the example were calculated in double precision.
